# Half-Magnetization Plateau from Elastic Bonds in the Classical Pyrochlore Antiferromagnet

In a chromium spinel the Cr³⁺ ions, with spin $S=3/2$, form a pyrochlore lattice: tetrahedra joined at their corners. The Penc–Shannon–Shiba model lets the exchange on each bond depend on the length of that bond. We treat its classical form at zero temperature, with unit vectors $\mathbf n_i$ for the spins and an independent length change $\rho_{ij}$ for every nearest-neighbour bond:

$$H=\sum_{\langle ij\rangle}\left[J(1-\alpha\rho_{ij})x_{ij}+\tfrac12K\rho_{ij}^2\right]-h\sum_i n_i^z,\qquad x_{ij}=\mathbf n_i\cdot\mathbf n_j .$$

Here $J,K,\alpha>0$. The factor $S^2$ is contained in $J$, and $h=g\mu_BBS$ for a magnetic field $B$. A positive $\rho$ is a longer bond with weaker antiferromagnetic exchange. In a crystal, the bonds meeting at an ion share its displacement, so their independence is an assumption of the model.

## (a) Eliminating the distortions

**Question.** Find the spin energy left after each $\rho_{ij}$ has relaxed. Does thermal motion of the bonds change it?

**Solution.** Each $\rho$ occurs in one bond term only. Completing the square gives

$$-J\alpha\rho x+\tfrac12K\rho^2=\tfrac12K\left(\rho-\frac{\alpha Jx}{K}\right)^2-\frac{\alpha^2J^2}{2K}x^2 .$$

The minimum is at $\rho^*=\alpha Jx/K$, and the bond energy becomes

$$J(x-bx^2),\qquad b=\frac{\alpha^2J}{2K}.$$

This is the biquadratic coupling. Its sign is negative because relaxation lowers the exchange energy by $2bJx^2$ at an elastic cost of only $bJx^2$, whether the spins are parallel, when the bond lengthens, or antiparallel, when it shortens. The gain is largest for collinear spins.

At temperature $T$ the distortion is integrated with its Boltzmann weight. Shifting the integration variable by $\rho^*$ gives

$$\int_{-\infty}^{\infty}d\rho\;e^{-[J(1-\alpha\rho)x+K\rho^2/2]/k_BT}=\sqrt{\frac{2\pi k_BT}{K}}\;e^{-J(x-bx^2)/k_BT}.$$

The prefactor does not depend on the spins, so the same coupling results at any temperature. This relies on exchange linear in $\rho$, a harmonic elastic energy and classical motion of the bonds. Linearity needs the thermal amplitude $\alpha\sqrt{k_BT/K}$ to be small; for the parameters of part (f) it is 0.29 at 10 K and 0.93 at 100 K, so independence of temperature is a property of the model, not of a real bond.

## (b) From the lattice to one tetrahedron

**Question.** Reduce the ground-state problem to one tetrahedron. What must hold for three spins up and one down to be its lowest state?

**Solution.** Every bond belongs to one tetrahedron and every site to two, so half of each site's field energy goes to each. From here energies and $h$ are in units of $J$. Let $M=|\sum_{i=1}^4\mathbf n_i|$ for one tetrahedron, and let

$$D=\sum_{i<j}(1-x_{ij}^2)\ge0$$

measure the departure from collinearity over its six bonds. Squaring the total spin gives $M^2=4+2\sum_{i<j}x_{ij}$. The field energy is lowest when the total spin points along the field. The energy of a tetrahedron is then

$$e=\frac{M^2}{2}-2-b(6-D)-\frac{hM}{2}.$$

The sum of the separate minima is a lower bound on the lattice energy. It is reached: the pyrochlore lattice has four sublattices, one site of each in every tetrahedron, and the four optimal spins can be repeated on them. Every tetrahedron of a lattice ground state must therefore be optimal.

If $D=0$, all spins are collinear and $M$ is 0, 2 or 4. The state with three up and one down has $M=2$, half of the saturated value 4, and energy $-6b-h$. Relative to it, any other state costs

$$\Delta=\frac{M^2-4}{2}-\frac h2(M-2)+bD .$$

At $M=2$ this is $bD$, which is positive unless the state is collinear. For other $M$ we factor $M^2-4=(M-2)(M+2)$ and divide by $|M-2|/2$. Then $\Delta>0$ requires

$$h>M+2-\frac{2bD}{2-M}\quad(M<2),\qquad h<M+2+\frac{2bD}{M-2}\quad(M>2).$$

The saturated state has energy $6-6b-2h$. Relative to it the cost is

$$\Delta_s=\frac{M^2-16}{2}+\frac h2(4-M)+bD,$$

and $\Delta_s>0$ requires $h>M+4-2bD/(4-M)$ for all $M<4$.

What remains is geometry: how small can $D$ be at a given $M$?

## (c) The least non-collinear states are coplanar

**Question.** Show that $D$ at fixed $M$ is smallest for coplanar spins, and express it through one variable.

**Solution.** Minimizing $D$ means maximizing $\sum_{i<j}x_{ij}^2$. A maximum exists because the allowed configurations form a closed and bounded set. Suppose the spins at a maximum span three dimensions. Write them as the rows of a $4\times3$ matrix $N$, and look for a symmetric $3\times3$ matrix $R$ with

$$\mathbf n_i^TR\,\mathbf n_i=0\ (i=1,\dots,4),\qquad \mathbf m^TR\,\mathbf m=0,\quad \mathbf m=\sum_i\mathbf n_i .$$

These are five linear equations for six entries, so a nonzero $R$ exists. For small $\epsilon$ the matrices $1\pm\epsilon R$ are positive and can be written as $LL^T$. The rows of $NL$ are new spins. The five equations keep their lengths at 1 and their total at $M$, while the scalar products become $x_{ij}\pm\epsilon\delta_{ij}$ with $\delta=NRN^T$.

Since $N$ has rank three, $\delta\neq0$; its diagonal vanishes, so some off-diagonal entry does not. The average of $\sum x_{ij}^2$ over the two signs exceeds the old value by $\epsilon^2\sum_{i<j}\delta_{ij}^2>0$. One of the two new states is therefore better, which contradicts the assumption.

For coplanar spins at angles $\phi_i$, use $\cos^2\theta=(1+\cos2\theta)/2$ and put $W=\sum_ie^{2i\phi_i}$. Since $|W|^2=4+2\sum_{i<j}\cos2(\phi_i-\phi_j)$,

$$\sum_{i<j}x_{ij}^2=3+\frac{|W|^2-4}{4}=2+\frac{|W|^2}{4}.$$

Measure the angles from an axis that makes $W$ real and non-negative. With $s_i=\sin\phi_i$ and $\sigma=\sum_is_i^2$ we have $W=4-2\sigma$, so $0\le\sigma\le2$ and

$$D=6-2-\frac{(4-2\sigma)^2}{4}=\sigma(4-\sigma).$$

This increases with $\sigma$ over the whole range.

## (d) Three bounds on the non-collinearity

**Question.** With $y=2-M$, $z=M-2$ and $w=4-M$, show that

$$D\ge8y-10y^2\ (M<2),\qquad D\ge4z-10z^2\ (M>2),\qquad D\ge8w-10w^2\ (M<4).$$

**Solution.** By (c) it is enough to treat coplanar spins. The first and third right-hand sides never exceed 1.6, their value at argument 0.4. They hold at once if $\sigma(4-\sigma)\ge1.6$, that is if $\sigma\ge2-\sqrt{2.4}\approx0.4508$. The second right-hand side never exceeds 0.4, reached at $z=0.2$, so it holds if $\sigma\ge2-\sqrt{3.6}\approx0.1026$. We now take $\sigma$ below the relevant limit.

Let $c_i=|\cos\phi_i|=\sqrt{1-s_i^2}$. We need

$$\sqrt{1-t}\ge1-\frac t2-\frac{t^2}{6}\qquad(0\le t\le0.464).$$

The square of the right side minus $1-t$ is $t^2(t^2+6t-3)/36$, which is not positive for $t\le\sqrt{12}-3\approx0.464$. Since $\sum s_i^4\le\sigma^2$, the total loss $\sum(1-c_i)$ is at most

$$\beta=\frac\sigma2+\frac{\sigma^2}{6}.$$

Up to a reversal of the axis and a relabelling, the cosines have one of three sign patterns.

*Pattern $+++-$.* The component along the axis is $C=c_1+c_2+c_3-c_4\ge3-\beta-1$, so $M\ge2-\beta$.

*Pattern $++++$.* In the same way, $M\ge4-\beta$.

*Pattern $++--$.* Here $M^2=(c_1+c_2-c_3-c_4)^2+(\sum s_i)^2$. Pair the cosines as (13),(24) or as (14),(23), apply $(A+B)^2\le2A^2+2B^2$ to each pairing, and average. The first square is then at most the sum of $(c_i-c_j)^2$ over the four pairs of opposite sign. Because $s_i^2\le\sigma<1/2$, we have $|s_i|\le c_i$, and so

$$|c_i-c_j|=|s_i-s_j|\frac{|s_i+s_j|}{c_i+c_j}\le|s_i-s_j| .$$

Also $(\sum s_i)^2=4\sigma-\sum_{i<j}(s_i-s_j)^2$. Adding the two parts gives $M^2\le4\sigma$.

**First bound.** For $+++-$ we have $y\le\beta<0.26$, where $8y-10y^2$ is increasing. With $\beta\ge\sigma/2$,

$$8y-10y^2\le8\beta-10\beta^2\le4\sigma+\frac43\sigma^2-\frac52\sigma^2\le4\sigma-\sigma^2=D .$$

The pattern $++++$ has $M>2$ and does not enter. For $++--$, $M\le2\sqrt\sigma<1.35$. If $M\le1.2$, then $y\ge0.8$ and the right side is not positive. If $1.2<M<1.35$, then $y>0.65$ and the right side is below $0.65(8-6.5)<0.98$, while $\sigma\ge M^2/4\ge0.36$ gives $D\ge0.36\times3.64>1.3$.

**Third bound.** For $++++$ we have $w\le\beta$, and the estimate just made applies with $w$ for $y$. For $+++-$, $c_4\ge c_4^2\ge1-\sigma$ gives $0<C\le2+\sigma$. With $(\sum s_i)^2\le4\sigma$ this yields $M^2\le(2+\sigma)^2+4\sigma<7.9$, so $w>1.1$ and the right side is negative. For $++--$, $w>2.6$ and it is negative again.

**Second bound.** Now $\sigma<0.1026$. The pattern $++++$ has $z>1.9$ and a negative right side; $++--$ has $M<2$. For $+++-$ put $p=s_1^2+s_2^2+s_3^2$ and $q=s_4^2$. From $c_i\le1-s_i^2/2$ for the first three spins, and the lower bound for $c_4$,

$$0<C\le2+u,\qquad u=\frac{q-p}{2}+\frac{q^2}{6},\qquad |u|\le\beta .$$

The Cauchy–Schwarz inequality gives $(\sum s_i)^2\le(\sqrt{3p}+\sqrt q)^2$. Therefore

$$M^2\le4+4u+u^2+3p+q+2\sqrt{3pq}=4+(\sqrt p+\sqrt{3q})^2+\frac23q^2+u^2 .$$

A second use of Cauchy–Schwarz bounds the bracket squared by $4(p+q)=4\sigma$. Since $u^2\le\beta^2<0.27\sigma^2$, we obtain $M^2\le4+4\sigma+0.94\sigma^2\le(2+\sigma)^2$. Hence $z\le\sigma<0.2$, where $4z-10z^2$ is increasing, and $4z-10z^2\le4\sigma-10\sigma^2\le D$.

## (e) The plateau and its edges

**Question.** Find the field range of the plateau and the onset of saturation for $0<b\le1/20$. Does the magnetization jump at the plateau edges?

**Solution.** Insert the bounds of (d) in the conditions of (b). For $M<2$,

$$M+2-\frac{2bD}{y}\le4-16b-(1-20b)y\le4-16b .$$

For $M>2$,

$$M+2+\frac{2bD}{z}\ge4+8b+(1-20b)z\ge4+8b .$$

For the saturated state,

$$M+4-\frac{2bD}{w}\le8-16b-(1-20b)w\le8-16b .$$

Thus three-up-one-down is the lowest state for $4-16b<h<4+8b$, and the saturated state is lowest for $h>8-16b$. The condition $b\le1/20$ makes $1-20b$ non-negative.

To see that these fields cannot be improved, we expand the energy for small tilts.

1. Tilt two of the up spins by $+a$ and $-a$. Then $M=2\cos a$ and $D=\sin^22a+4\sin^2a\approx8a^2$. The first term of $\Delta$ is $-2\sin^2a$ and the second is $h(1-\cos a)$, so
$$\Delta\approx\frac{a^2}{2}(h-4+16b).$$

2. Keep three spins parallel and turn the fourth by $\omega$ away from antiparallel. Then $M^2=10-6\cos\omega\approx4+3\omega^2$, $M-2\approx3\omega^2/4$ and $D=3\sin^2\omega$, so
$$\Delta\approx\frac{3\omega^2}{2}-\frac{3h\omega^2}{8}+3b\omega^2=\frac{3\omega^2}{8}(4+8b-h).$$

3. From saturation, tilt two spins by $+a$ and two by $-a$. Then $M=4\cos a$ and $D=4\sin^22a\approx16a^2$, so
$$\Delta_s\approx-8a^2+ha^2+16ba^2=a^2(h-8+16b).$$

Each cost turns negative on the far side of its edge. With $J$ restored,

$$J(4-16b)<h<J(4+8b),\qquad h_{\rm sat}=J(8-16b).$$

The plateau has width $24bJ$. At $b=0$ the energy $M^2/2-2-hM/2$ has its minimum at $M=h/2$ up to saturation at $h=8$, and there is no plateau. All states of the same $M$ are then degenerate. The biquadratic term separates them in favour of collinear spins, and a collinear tetrahedron cannot change $M$ by a small amount without becoming non-collinear. That costs an energy linear in $|M-2|$, which holds the magnetization fixed over a range of fields.

For $b<1/20$ there is no jump at the edges. At $h=4-16b-\eta$, with small $\eta>0$, the first inequality above lets a state with $M<2$ compete only if $y\le\eta/(1-20b)$, so $M\to2$ as $\eta\to0$. States with $M>2$ still cost energy there. The second inequality gives the same conclusion at the upper edge.

## (f) Numbers, distortions and the limits of the result

**Question.** Take an exchange constant of 0.40 meV, $S=3/2$, $g=2$, $\alpha=10$ Å⁻¹ and $K=1000$ meV Å⁻². These are round model parameters, not those of a named compound. Find the plateau, describe the lattice on it, and examine what happens at larger $b$.

**Solution.** With $J=0.40\times1.5^2=0.900$ meV,

$$b=\frac{10^2\times0.900}{2\times1000}=0.045,$$

which is below $1/20$. The edges are $4-16\times0.045=3.28$ and $4+8\times0.045=4.36$, and saturation is at $8-16\times0.045=7.28$, all in units of $J$. One unit corresponds to $J/(g\mu_BS)=5.183$ T. The plateau therefore runs from 17.0 T to 22.6 T, and saturation begins at 37.7 T. A coupling of 4.5 % opens a plateau 5.6 T wide because the width carries the factor 24.

A collinear bond changes its length by $\alpha J/K=0.009$ Å. On the plateau each tetrahedron has three up–up bonds, which lengthen, and three up–down bonds, which shorten. The mean change is zero. In the saturated state all six bonds are longer by 0.009 Å.

The magnetization curve in the numerical output comes from minimizing the energy of a tetrahedron from many random starts. Two simple families account for most of it. If two parallel pairs enclose an angle with cosine $c$, then $M^2=8+8c$ and $\sum x^2=2+4c^2$. Setting $de/dM=0$ gives

$$\frac h2=M-\frac b4M(M^2-8).$$

At $h=3.00$ the output has $m=M/4=0.3512$, so $M=1.405$; the right side is $1.405+0.095=1.50$, as required. If three parallel spins enclose an angle with the fourth, $M^2=10+6c$ and $\sum x^2=3+3c^2$, so

$$\frac h2=M-\frac b3M(M^2-10).$$

At $h=5.00$, $m=0.5853$ gives $M=2.341$ and a right side of $2.341+0.159=2.50$, again as required.

At $h=3.20$, just below the plateau, $m=0.4790$ does not satisfy the two-pair equation: its right side is 2.01 instead of 1.60. Another canted state has taken over between $h=3.00$ and $3.20$. The listed fields do not decide whether the change is a jump.

The lower-edge formula does not hold for every $b$. At $b=0.10$ it would put the edge at $h=2.40$. At $h=2.50$ the three-up-one-down state is indeed stable against small tilts, but its energy is $-3.10J$ per tetrahedron, while a canted state with $m=0.267$ has $-3.26J$. Local stability is then not enough, and the plateau must begin at a higher field. The value $1/20$ is where our proof stops; the formula requires $2b(8-D/y)\le y$ for all states with $M<2$, so if it holds for one $b$ it holds for all smaller ones, and the largest such $b$ lies between $1/20$ and $0.10$. It is not determined here.

The plateau fixes the content of each tetrahedron but not the position of its down spin. On a periodic cell of 16 sites there are 24 arrangements with one down spin in every tetrahedron, all of equal energy. Choosing among them takes something absent here, such as further-neighbour exchange or elastic coupling between bonds. Quantum and thermal spin fluctuations are also left out, so the edge fields are those of the classical model at zero temperature. For $S=3/2$ the correction is not small: if $x=\mathbf S_i\cdot\mathbf S_j/S^2$ in $J(x-bx^2)$ is taken as an operator, a single lowered spin destabilizes the saturated state below $J[8-16b(1-1/S)]$, which is $7.76J$ or 40.2 T instead of 37.7 T.

## Calculated quantities

```
exchange constant: 0.40 meV; spin S: 1.5; g: 2.0
J = exchange * S^2: 0.900 meV
alpha: 10.0 1/angstrom; K: 1000 meV/angstrom^2
biquadratic ratio b: 0.0450 (dimensionless)
distortion of a collinear bond, magnitude: 0.0090 angstrom
thermal elimination, largest error: 2.2e-16 meV
sigma limit for M below 2 and near 4: 0.4508
sigma limit for M above 2: 0.1026
plateau lower edge, formula: 3.2800 J; from Hessian: 3.2800 J
plateau lower edge, magnetic field: 17.00 T
plateau upper edge, formula: 4.3600 J; from Hessian: 4.3600 J
plateau upper edge, magnetic field: 22.60 T
saturation, formula: 7.2800 J; from Hessian: 7.2800 J
saturation, magnetic field: 37.73 T
plateau width: 1.0800 J
plateau width, magnetic field: 5.60 T
field conversion: 1 J corresponds to 5.1828 T
3-up-1-down states on the periodic 16-site cell: 24
global minimization, h in J and magnetization / saturation:
  h = 1.00 J   m = 0.1149
  h = 2.00 J   m = 0.2314
  h = 3.00 J   m = 0.3512
  h = 3.20 J   m = 0.4790
  h = 3.40 J   m = 0.5000
  h = 3.82 J   m = 0.5000
  h = 4.20 J   m = 0.5000
  h = 5.00 J   m = 0.5853
  h = 6.00 J   m = 0.7351
  h = 7.00 J   m = 0.9273
  h = 7.50 J   m = 1.0000
counterexample: b = 0.10, h = 2.50 J
  formula lower edge there: 2.40 J
  ground state m: 0.2667; energy: -3.2588 J per tetrahedron
  plateau-state energy: -3.1000 J per tetrahedron
```
